# Why Direct Exchange Between Orthogonal Orbitals Favours Parallel Spins

## 1. Definitions and conventions

Two electrons move in a fixed external potential and repel each other. In Hartree atomic units the Hamiltonian is

$$H = h(1)+h(2)+\frac{1}{|\mathbf r_1-\mathbf r_2|},$$

where $h$ contains the kinetic energy and the external potential. There are no spin-dependent terms. Any energy difference between spin states therefore comes from the spatial wavefunctions that the Pauli principle allows.

Let $a(\mathbf r)$ and $b(\mathbf r)$ be two normalized, localized orbitals with overlap $S=\int a^*b\,d^3r$. Until Section 6, $S=0$. Write $h_{ab}=\int a^*hb\,d^3r$, and similarly for $h_{aa}$ and $h_{bb}$. The **overlap charge** is

$$\rho(\mathbf r)=a^*(\mathbf r)\,b(\mathbf r).$$

Two Coulomb integrals appear when each orbital holds one electron:

$$J=\iint\frac{|a(\mathbf r)|^2|b(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
K=\iint\frac{\rho^*(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

$J$ is the repulsion of two ordinary charge densities. $K$ is the exchange integral. Interchanging the names $\mathbf r$ and $\mathbf r'$ turns $K$ into $K^*$, so $K$ is real.

The claim concerns this fixed configuration, one electron in $a$ and one in $b$. There the triplet (parallel spins) lies below the singlet by $2K$, and $K$ is positive whenever the orbitals overlap in space. This is the direct exchange contribution. The total coupling can contain another contribution of opposite sign, which is isolated in Section 5.

## 2. The splitting in a fixed configuration

The full wavefunction changes sign when the electrons are interchanged. The singlet spin function is antisymmetric, so its spatial partner is symmetric. The triplet spin functions are symmetric, so theirs is antisymmetric:

$$\Phi_\pm=\frac{a(1)b(2)\pm b(1)a(2)}{\sqrt2},\qquad +\text{: singlet},\quad -\text{: triplet}.$$

With $S=0$ the two products are orthogonal, and the factor $1/\sqrt2$ normalizes both functions.

The energy needs two matrix elements. The diagonal one is

$$\langle ab|H|ab\rangle=h_{aa}+h_{bb}+J.$$

In the off-diagonal one, a one-electron operator acts on one coordinate and leaves an overlap integral in the other:

$$\langle ab|H|ba\rangle=h_{ab}S^*+S\,h_{ab}^*+K=K.$$

Orthogonality removes the first two terms. The Coulomb term survives because it acts on both coordinates at once: electron 1 supplies $a^*b=\rho$, and electron 2 supplies $b^*a=\rho^*$.

The element $\langle ba|H|ba\rangle$ equals the diagonal one, and $\langle ba|H|ab\rangle$ equals $K$. Therefore

$$E_\pm=\tfrac12\left[2(h_{aa}+h_{bb}+J)\pm2K\right]=h_{aa}+h_{bb}+J\pm K,$$

$$\boxed{E_S-E_T=2K.}$$

The same two levels can be written with a spin Hamiltonian. Since $\mathbf S_1\cdot\mathbf S_2=\frac12[S_{\rm tot}(S_{\rm tot}+1)-\frac32]$, its value is $\frac14$ in the triplet and $-\frac34$ in the singlet. The operator

$$H_{\rm spin}=h_{aa}+h_{bb}+J-\tfrac12K-2K\,\mathbf S_1\cdot\mathbf S_2$$

gives $h_{aa}+h_{bb}+J-K$ and $h_{aa}+h_{bb}+J+K$, as required. A positive $K$ is ferromagnetic in this convention.

## 3. Why the exchange integral is positive

The sign of $K$ is not obvious from its definition. Orthogonality says that $\int\rho\,d^3r=0$, so for real orbitals the overlap charge has positive and negative regions. Like regions contribute positively to the double integral and unlike regions negatively. The question is which contribution wins.

### The Coulomb kernel in momentum space

Define $\rho(\mathbf q)=\int\rho(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$. To transform $1/r$, first multiply it by $e^{-\lambda r}$ with $\lambda>0$, which makes the integral converge. The angular integral of $e^{-iqr\cos\theta}$ is $4\pi\sin(qr)/(qr)$, so

$$\int\frac{e^{-\lambda r}}{r}e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi}{q}\int_0^\infty e^{-\lambda r}\sin(qr)\,dr
=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{\lambda-iq}
=\frac{4\pi}{q^2+\lambda^2}.$$

The inverse transform is

$$\frac{e^{-\lambda|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2+\lambda^2}\,e^{i\mathbf q\cdot\mathbf r}e^{-i\mathbf q\cdot\mathbf r'}.$$

Insert this into the double integral. The $\mathbf r$ integral gives $\int\rho^*(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r=\rho(\mathbf q)^*$, and the $\mathbf r'$ integral gives $\rho(\mathbf q)$. Their product is $|\rho(\mathbf q)|^2$. As $\lambda\to0$ the integrand grows steadily to its limit, so

$$\boxed{K=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\rho(\mathbf q)|^2\ge0.}$$

Each wavevector contributes a non-negative amount. If $K=0$, then $\rho(\mathbf q)$ vanishes for almost every $\mathbf q$, and hence $\rho(\mathbf r)$ vanishes too. That happens when the orbitals are nowhere nonzero at the same place. Orthogonality through cancellation of signs leaves $K$ strictly positive. The result also survives screening of the form $e^{-\lambda r}/r$, since $4\pi/(q^2+\lambda^2)$ is positive.

### The same result as a field energy

For real $\rho$, let $\phi(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ be its electrostatic potential, so that $\nabla^2\phi=-4\pi\rho$. Then

$$K=\int\rho\,\phi\,d^3r=-\frac1{4\pi}\int\phi\nabla^2\phi\,d^3r=\frac1{4\pi}\int|\nabla\phi|^2d^3r.$$

The last step is an integration by parts. Because $\rho$ has no net charge, $\phi$ falls at least as $1/r^2$ and its gradient as $1/r^3$. The surface term, with area growing as $r^2$, vanishes.

The classical electrostatic energy counts each pair of charge elements once and is $\frac12\int\rho\phi\,d^3r$. So $K$ is twice the classical self-energy of the overlap charge, and the splitting $2K$ is four times it. Like regions win over unlike ones because the field of any charge distribution stores positive energy.

If $\rho=\rho_1+i\rho_2$ is complex, the cross terms $i[\rho_1(\mathbf r)\rho_2(\mathbf r')-\rho_2(\mathbf r)\rho_1(\mathbf r')]$ cancel against the symmetric kernel. $K$ is then the sum of the values for $\rho_1$ and $\rho_2$, each non-negative. As a numerical test, 200 random complex orthonormal pairs built from a 6-31G basis for water all gave positive $K$, between 0.024 and 0.206 hartree.

### A positive kernel alone is not sufficient

The kernel $1/r$ is positive in real space as well, but that is not what fixes the sign. Consider instead

$$v(s)=s^2e^{-\mu s^2},$$

which is nowhere negative. It rises with distance up to $s=1/\sqrt\mu$, so in that range it is not a repulsive force; the example tests only the sign of the kernel. The Gaussian $e^{-\mu s^2}$ has the transform $G(q)=(\pi/\mu)^{3/2}e^{-q^2/4\mu}$. Since $s^2e^{-\mu s^2}=-\partial e^{-\mu s^2}/\partial\mu$,

$$v(q)=-\frac{\partial G}{\partial\mu}=G(q)\left(\frac{3}{2\mu}-\frac{q^2}{4\mu^2}\right).$$

This is negative for $q^2>6\mu$. With $\mu=0.05$ the sign changes at $q=0.548$ bohr$^{-1}$. For the helium orbitals of Section 4, the exchange integral with this kernel is $-0.022$ atomic units. The singlet would then lie below the triplet, although the orbitals are orthogonal and the interaction is nowhere negative.

The limit $\mu\to0$ shows why. With $v=s^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$, the first two terms vanish by neutrality, and a real $\rho$ with dipole moment $\mathbf d=\int\mathbf r\rho\,d^3r$ gives

$$\iint\rho(\mathbf r)\rho(\mathbf r')|\mathbf r-\mathbf r'|^2d^3r\,d^3r'=-2|\mathbf d|^2.$$

This kernel grows with distance, so the negative products between separated unlike regions receive the larger weight. A kernel with a positive transform excludes such an outcome for every $\rho$.

## 4. Direct exchange on its own: helium 1s2p

Take a helium atom with one electron in 1s and one in 2p$_z$, described by fixed hydrogenic orbitals:

$$a=\frac{Z_s^{3/2}}{\sqrt\pi}e^{-Z_sr},\qquad b=\frac{Z_p^{5/2}}{4\sqrt{2\pi}}\,z\,e^{-Z_pr/2}.$$

The inner electron sees the nuclear charge, $Z_s=2$. For the outer electron the model assumes complete screening by the inner one, $Z_p=1$. The orbitals are orthogonal for any charges, because $a$ is even and $b$ is odd in $z$.

### The overlap charge

The product is

$$\rho=Nz\,e^{-\kappa r},\qquad \kappa=Z_s+\tfrac12Z_p,\qquad N=\frac{Z_s^{3/2}Z_p^{5/2}}{4\sqrt2\,\pi}.$$

Here $\kappa=2.5$ bohr$^{-1}$ and $N=0.1592$. The charge is positive above the plane $z=0$ and negative below it.

Differentiating the screened transform with respect to $\lambda$ brings down a factor $-r$. Setting $\lambda=\kappa$ gives

$$\int e^{-\kappa r}e^{-i\mathbf q\cdot\mathbf r}d^3r=-\frac{\partial}{\partial\kappa}\frac{4\pi}{q^2+\kappa^2}=\frac{8\pi\kappa}{(q^2+\kappa^2)^2}.$$

A factor $z$ in the integrand is produced by $i\,\partial/\partial q_z$. Hence

$$\rho(\mathbf q)=iN\frac{\partial}{\partial q_z}\frac{8\pi\kappa}{(q^2+\kappa^2)^2}=-\frac{32\pi i\kappa N\,q_z}{(q^2+\kappa^2)^3}.$$

It vanishes at $\mathbf q=0$, as neutrality demands. At small $q$ along $z$ its magnitude is $dq$, with dipole moment $d=32\pi N/\kappa^5=0.164$ $e\,$bohr.

### The integral

The angular integral of $q_z^2$ is $4\pi q^2/3$. This $q^2$ cancels the one in the Coulomb kernel:

$$K=\frac{4\pi}{(2\pi)^3}\,1024\pi^2\kappa^2N^2\,\frac{4\pi}{3}\int_0^\infty\frac{q^2\,dq}{(q^2+\kappa^2)^6}
=\frac{2048\pi}{3}\kappa^2N^2I.$$

Substitute $q=\kappa\tan\theta$ in the remaining integral $I$:

$$I=\kappa^{-9}\int_0^{\pi/2}\sin^2\theta\cos^8\theta\,d\theta=\kappa^{-9}(C_8-C_{10}),\qquad C_n=\int_0^{\pi/2}\cos^n\theta\,d\theta.$$

Integration by parts gives $C_n=\frac{n-1}{n}C_{n-2}$. Starting from $C_0=\pi/2$, one finds $C_8=35\pi/256$ and $C_{10}=\frac9{10}C_8$. Thus $I=\kappa^{-9}C_8/10=7\pi/(512\kappa^9)$. With $N^2=Z_s^3Z_p^5/(32\pi^2)$,

$$K=\frac{28\pi^2}{3}\frac{N^2}{\kappa^7}=\frac{7}{24}\,\frac{Z_s^3Z_p^5}{\kappa^7}.$$

For the chosen charges,

$$K=\frac7{24}\times\frac{8}{2.5^7}=0.00382\ \text{hartree},\qquad E_S-E_T=2K=0.00765\ \text{hartree}\approx0.21\ \text{eV}.$$

Real-space quadrature, the momentum integral and the field energy agree with this closed form in the numerical check.

The radial integrand $q^2/(q^2+\kappa^2)^6$ is largest where $q^2+\kappa^2=6q^2$, that is at $q=\kappa/\sqrt5\approx1.1$ bohr$^{-1}$. Neutrality suppresses smaller wavevectors, and the smoothness of the overlap charge suppresses larger ones.

### What this number leaves out

Within these two orbitals there is no competing contribution. The configuration 1s2p has odd parity, while 1s² and 2p² have even parity. The Hamiltonian conserves parity, so they do not mix.

The model does omit the adjustment of the orbitals, which may differ between singlet and triplet, and mixing with other odd configurations. The result is also sensitive to the assumed screening:

$$\frac{\partial\ln K}{\partial\ln Z_p}=5-7\,\frac{Z_p/2}{\kappa}=3.6.$$

A one per cent change in $Z_p$ changes $K$ by about 3.6 per cent. The value 0.21 eV therefore belongs to this fixed-orbital model. Optimizing the two radial functions separately for each spin state keeps the triplet lower and raises the splitting to about 0.24 eV. Mixing all configurations with one s and one p$_z$ electron gives about 0.27 eV, and adding configurations with one p and one d electron lowers this to about 0.26 eV. The model gives the sign and the order of magnitude.

## 5. The opposing contribution: mixing with doubly occupied orbitals

Now let $a$ and $b$ be real, orthogonal and equivalent, one centred mainly on each atom of a symmetric molecule. Then $h_{aa}=h_{bb}$. Let $U$ be the repulsion of two electrons in the same orbital, and define

$$t=h_{ab}+\iint\frac{a(\mathbf r)^2\,a(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

This is the amplitude for moving an electron from one orbital to the other when the destination is already occupied.

Two electrons in the same orbital have a symmetric spatial function and must form a singlet. The triplet therefore stays at $E_T=2h_{aa}+J-K$. The singlet $\Phi_+$ can mix with

$$\Phi_i=\frac{a(1)a(2)+b(1)b(2)}{\sqrt2}.$$

The combination with a minus sign is odd under interchange of the two atoms and does not mix with $\Phi_+$, which is even.

The energy of $\Phi_i$ is $2h_{aa}+U+K$. The $K$ comes from $\langle aa|H|bb\rangle$, whose one-electron terms vanish by orthogonality and whose Coulomb term is $\iint\rho\rho'/|\mathbf r-\mathbf r'|$. The coupling $\langle\Phi_+|H|\Phi_i\rangle$ has a factor $\frac12$ from normalization and four matrix elements, each equal to $t$, so it is $2t$. The singlet matrix is

$$\begin{pmatrix}2h_{aa}+J+K&2t\\2t&2h_{aa}+U+K\end{pmatrix}.$$

Its lower eigenvalue is

$$E_S=2h_{aa}+K+\frac{U+J}2-\sqrt{\left(\frac{U-J}2\right)^2+4t^2}.$$

Subtracting $E_T$ gives

$$E_S-E_T=2K-\left[\sqrt{\left(\frac{U-J}2\right)^2+4t^2}-\frac{U-J}2\right].$$

The bracket is the lowering of the singlet by electron transfer, called kinetic exchange. It is never negative, so it opposes direct exchange. For $|t|\ll U-J$, the expansion $\sqrt{x^2+y}\approx x+y/(2x)$ with $x=(U-J)/2$ and $y=4t^2$ gives

$$E_S-E_T\approx2K-\frac{4t^2}{U-J}.$$

### Weighing the two terms in H₂

For a hydrogen molecule stretched to 4 bohr, the STO-3G basis has one orbital per atom. After symmetric orthogonalization, the integrals in hartree are

$$K=0.00108,\quad J=0.2480,\quad U=0.7783,\quad t=-0.0505.$$

Thus $(U-J)/2=0.2651$, and the bracket is $\sqrt{0.2651^2+4(0.0505)^2}-0.2651\approx0.0186$ hartree.

| Contribution to $E_S-E_T$ | hartree |
|---|---:|
| Direct exchange, $2K$ | $+0.0022$ |
| Kinetic exchange | $-0.0186$ |
| Total | $-0.0164$ |

Direct exchange is ferromagnetic here too, but kinetic exchange is almost nine times larger and the ground state is a singlet. The small-$t$ formula gives $-0.0171$ hartree, about 4 per cent larger in magnitude than the total from the full two-orbital calculation. These numbers describe the minimal basis, which omits all further orbitals, and they are not converged. Full configuration interaction in the aug-cc-pVTZ basis gives a total of $-0.0228$ hartree, about 40 per cent larger in magnitude. For localized orbitals built from its two leading natural orbitals, $2K$ is about $0.0056$ hartree and kinetic exchange is about five times larger rather than nine. The signs are unchanged.

Direct exchange prevails in this two-orbital model when $2K+x>\sqrt{x^2+4t^2}$. Both sides are positive for $U>J$, so squaring gives the equivalent condition

$$K^2+\tfrac12K(U-J)>t^2.$$

It is met when $t$ vanishes by symmetry while the orbitals still occupy the same region. This orders the states of the two-orbital model only; other orbitals and other electrons can reverse it. In square H₄ (STO-3G, atoms 2 bohr from the centre) the two singly occupied orbitals have $t=0$ and $2K=0.0074$ hartree, yet full configuration interaction of all four electrons places the singlet $0.032$ hartree below the triplet. Helium 1s2p shows the same principle with inequivalent orbitals: parity removes the mixing and leaves $K$.

## 6. What changes when the orbitals are not orthogonal

Return to one electron in each orbital, with real $a$ and $b$ but $S\ne0$. The derivation of $K>0$ in momentum space did not use orthogonality, so $K$ remains positive. The identity between the splitting and $2K$ is what fails.

The combinations $ab\pm ba$ now have squared norm $2(1\pm S^2)$. With

$$D=h_{aa}+h_{bb}+J,\qquad X=2Sh_{ab}+K,$$

the energies are $E_\pm=(D\pm X)/(1\pm S^2)$. Their difference is

$$E_S-E_T=\frac{(D+X)(1-S^2)-(D-X)(1+S^2)}{1-S^4}=\frac{2(X-S^2D)}{1-S^4}.$$

One-electron energies now enter through $S$. For the unmodified atomic orbitals of the same stretched molecule, $S=0.098$ and $K=0.0049$ hartree, yet $E_S-E_T=-0.0124$ hartree. The positive exchange integral is outweighed by the overlap terms.

This is the mechanism of Section 5 in another form. Write the atomic orbitals in terms of orthogonal ones $A$ and $B$ as $a=\alpha A+\beta B$ and $b=\beta A+\alpha B$. Multiplying out gives

$$ab+ba=(\alpha^2+\beta^2)(AB+BA)+2\alpha\beta(AA+BB),$$

$$ab-ba=(\alpha^2-\beta^2)(AB-BA),$$

where the first factor in each product belongs to electron 1. The triplet is unchanged apart from normalization. The singlet already contains doubly occupied orthogonal orbitals, in a proportion fixed by $\alpha$ and $\beta$. Section 5 optimizes that proportion, so its singlet cannot lie higher, in agreement with $-0.0164$ against $-0.0124$ hartree.

Orthogonal orbitals thus separate the two effects. What remains with one electron held in each orbital is the splitting $2K$, four times the electrostatic self-energy of the overlap charge, which favours parallel spins. In this two-orbital model, where transfer leads only to doubly occupied orbitals, what electron transfer adds favours antiparallel spins, and the sign of the total depends on their relative size.

## Table of computed values

```
HELIUM 1s2p, hydrogenic orbitals
charge of 1s orbital: 2.0; charge of 2p orbital: 1.0
kappa: 2.50 1/bohr
amplitude N of overlap charge: 0.159155 a.u.
dipole moment of overlap charge: 0.163840 e bohr
|rho(q)|^2, q = 0.5 1/bohr along z: 5.3037e-03
|rho(q)|^2, q = 1.0 1/bohr along z: 1.1018e-02
|rho(q)|^2, q = 2.0 1/bohr along z: 5.5187e-03
|rho(q)|^2, q = 4.0 1/bohr along z: 2.1099e-04
K, real-space quadrature: 0.00382293 hartree
K, momentum integral:     0.00382293 hartree
K, field energy:          0.00382293 hartree
K, closed form:           0.00382293 hartree
classical energy K/2:     0.00191147 hartree
singlet-triplet splitting 2K: 0.007646 hartree = 0.2081 eV
CONTROL KERNEL s^2 exp(-mu s^2), same orbitals
mu: 0.05 1/bohr^2
transform negative above q = 0.5477 1/bohr
exchange integral, real space: -0.022073 a.u.
exchange integral, momentum:   -0.022073 a.u.
RANDOM ORTHONORMAL PAIRS, water, 6-31G basis
number of pairs: 200
smallest K: 0.02385 hartree
largest K:  0.20627 hartree
H2, STO-3G basis, orthogonalized orbitals
distance: 4.0 bohr
K: 0.001075 hartree
J: 0.248033 hartree
U: 0.778289 hartree
t: -0.050514 hartree
E_S - E_T, fixed configuration: 0.002150 hartree
E_S - E_T, mixing allowed: -0.016447 hartree
E_S - E_T, small-t formula: -0.017099 hartree
H2, STO-3G basis, non-orthogonal atomic orbitals
overlap S: 0.098133
K: 0.004876 hartree
E_S - E_T, one electron per atom: -0.012432 hartree
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
